# Oblique Hydrothermal Waves in a Shallow Thermocapillary Return Flow

**Q.** A melt layer is hotter at one end, and surface tension pulls its surface toward the cold end. Before you disturb this flow, tell me what it is. The liquid cannot pile up at the cold wall.

**A.** It returns underneath. Take a layer of depth $d$ on a rigid, thermally insulating floor, with a flat free surface above, and look far from the end walls. Let $x$ point from hot to cold and $z$ upward. The temperature falls along $x$ at the rate $b$, and surface tension changes with temperature at the rate $-\gamma$, with $\gamma>0$. The tangential stress condition is $\mu\,\partial_z u=-\gamma\,\partial_xT$, where $\mu$ is the viscosity. It sets the velocity scale $V=\gamma bd/\mu$. I measure length in $d$, time in $d/V=\mu/(\gamma b)$, pressure in $\mu V/d=\gamma b$ and temperature in $bd$. With density $\rho$, kinematic viscosity $\nu=\mu/\rho$ and thermal diffusivity $\kappa$, the remaining numbers are

$$R=\frac{Vd}{\nu}=\frac{\gamma bd^2}{\mu\nu},\qquad Ma=\frac{Vd}{\kappa}=\frac{\gamma bd^2}{\mu\kappa},\qquad Pr=\frac{\nu}{\kappa}=\frac{Ma}{R}.$$

Without buoyancy the equations are

$$R(\partial_t+\mathbf u\cdot\nabla)\mathbf u=-\nabla p+\nabla^2\mathbf u,\quad \nabla\cdot\mathbf u=0,\quad Ma(\partial_t+\mathbf u\cdot\nabla)T=\nabla^2T.$$

For a parallel flow $U(z)$ the inertia vanishes. Then $\partial_zp=0$ and $\partial_xp=U''$, so $U''$ is a constant $A$. No slip at the floor gives $U=Az^2/2+Bz$. The scaled surface stress is $U'(1)=-\partial_xT=1$, so $A+B=1$. Zero net flux gives $A/6+B/2=0$. Hence $A=3/2$, $B=-1/2$ and

$$U=\frac{3z^2-2z}{4}.$$

The surface moves toward the cold end at $U(1)=1/4$, and the flow is reversed below $z=2/3$.

**Q.** That flow carries heat. Can the temperature still be just $-x$?

**A.** No. Put $T=-x+\Theta(z)$ into the heat equation. Since $\partial_xT=-1$, it becomes $\Theta''=-Ma\,U$. The floor is insulating, so one integration from $z=0$ gives

$$\Theta'=-Ma\int_0^zU\,dz'=\frac{Ma}{4}(z^2-z^3).$$

This also vanishes at $z=1$, because the net flux is zero. The basic state therefore needs surroundings that follow the surface temperature, so that no net heat crosses the surface. A second integration gives $\Theta(1)-\Theta(0)=Ma/48$. The surface is warmer than the floor, which is a stable stratification.

**Q.** Now disturb it. Which terms survive?

**A.** Add small fields $(u,v,w)$, $p$ and $\theta$, and drop products of two small fields. Three terms come from small velocities crossing basic gradients: $w$ crosses the shear $U'$ and the vertical temperature gradient $\Theta'$, and $u$ crosses the imposed gradient $-1$. The coefficients depend on $z$ alone, so each field may be taken as a function of $z$ times $\exp[i(\alpha x+\beta y)+\lambda t]$. Write $D=d/dz$, $k^2=\alpha^2+\beta^2$, $L=D^2-k^2$ and $S=\lambda+i\alpha U$. Then

$$\begin{aligned}
R(Su+U'w)&=-i\alpha p+Lu,\\
RSv&=-i\beta p+Lv,\\
RSw&=-Dp+Lw,\\
i\alpha u+i\beta v+Dw&=0,\\
Ma(S\theta-u+\Theta'w)&=L\theta .
\end{aligned}$$

**Q.** Five unknowns. How does the pressure go without losing a term?

**A.** Multiply the first equation by $i\alpha$, the second by $i\beta$, and add. Continuity replaces $i\alpha u+i\beta v$ by $-Dw$, and the pressure terms give $(\alpha^2+\beta^2)p$:

$$R(-S\,Dw+i\alpha U'w)=k^2p-L\,Dw.$$

Differentiate, using $DS=i\alpha U'$. The two terms in $U'Dw$ cancel:

$$R(-S\,D^2w+i\alpha U''w)=k^2Dp-L\,D^2w.$$

Now add $k^2$ times the vertical momentum equation, $Rk^2Sw=-k^2Dp+k^2Lw$. The pressure cancels, and the viscous terms combine to $-L(D^2-k^2)w=-L^2w$. After a change of sign,

$$L^2w=R\,[S\,L-i\alpha U'']\,w. \tag{1}$$

This fixes $w$ but not both horizontal velocities. The missing quantity is the vertical vorticity $\eta=i\alpha v-i\beta u$. Multiply the second momentum equation by $i\alpha$ and subtract $i\beta$ times the first. The pressure terms are $\alpha\beta p-\alpha\beta p=0$, and

$$L\eta=R\,[S\eta-i\beta U'w]. \tag{2}$$

**Q.** The heat equation still contains $u$.

**A.** Multiply $i\alpha u+i\beta v=-Dw$ by $-i\alpha$ and $i\alpha v-i\beta u=\eta$ by $i\beta$, then add. The left side is $\alpha^2u+\alpha\beta v-\alpha\beta v+\beta^2u=k^2u$, so

$$k^2u=i\alpha Dw+i\beta\eta .$$

Similarly, $-i\beta$ times the first plus $-i\alpha$ times the second gives $k^2v=i\beta Dw-i\alpha\eta$. The heat equation becomes

$$L\theta=Ma\left[S\theta-\frac{i\alpha Dw+i\beta\eta}{k^2}+\Theta'w\right]. \tag{3}$$

**Q.** These equations have total order eight. Where are the eight conditions, and where did surface tension go?

**A.** At the floor $u=v=w=0$. Continuity turns this into $w=Dw=0$, and the definition of $\eta$ gives $\eta=0$. Insulation gives $D\theta=0$.

At the surface $w=0$, since I hold it flat. The stresses are $Du=-i\alpha\theta$ and $Dv=-i\beta\theta$. Their divergence is

$$i\alpha Du+i\beta Dv=(\alpha^2+\beta^2)\theta=k^2\theta,$$

while continuity makes the left side $-D^2w$. Their curl is $i\alpha Dv-i\beta Du=\alpha\beta\theta-\alpha\beta\theta=0$. If $h$ is the heat-transfer coefficient and $K$ the conductivity, the Biot number is $Bi=hd/K$. Thus

$$w=0,\quad D^2w=-k^2\theta,\quad D\eta=0,\quad D\theta=-Bi\,\theta\qquad(z=1).\tag{4}$$

Equations (1)–(3), with (4) and the floor conditions, are the eigenvalue problem for $\lambda$. A warm spot pushes surface liquid outward, and liquid rises beneath it. That is the meaning of the minus sign in $D^2w=-k^2\theta$.

**Q.** Must I search every direction of the wave vector?

**A.** A quarter turn is enough. Reflection in $y$ changes the signs of $\beta$ and $\eta$ and leaves $\lambda$ alone. Complex conjugation changes $(\alpha,\beta,\lambda)$ to $(-\alpha,-\beta,\lambda^*)$. Together they relate $\alpha$ to $-\alpha$ with the same growth rate. Write $\alpha=k\cos\phi$ and $\beta=k\sin\phi$ with $0\le\phi\le90^\circ$. A wave with $\alpha>0$ and $\operatorname{Im}\lambda>0$ moves toward negative $x$, the hot end. Onset is the smallest $Ma$, over $k$ and $\phi$, at which the largest $\operatorname{Re}\lambda$ reaches zero; it is a wave if $\operatorname{Im}\lambda\ne0$ there.

**Q.** Why bother with oblique waves? I would have kept only $x$ and $z$.

**A.** Setting $\beta=0$ removes a route for feedback. The source $-i\beta U'w$ in (2) disappears, and so does $\eta$ from (3). With $\beta\ne0$, a warm spot raises liquid, the rising liquid carries basic momentum across the shear, and the resulting change in $u$ carries the imposed temperature gradient back to the spot.

**Q.** Then follow the sign. Does that route heat the warm spot or cool it?

**A.** The limit of small $Pr$ with $Bi=0$ answers this. Try

$$k=q\,Pr^{1/2},\qquad Ma=m\,Pr^{1/2},\qquad R=m\,Pr^{-1/2},\qquad s=R\lambda,$$

with $q$, $m$, $s$ and $\phi$ of order one. Every term in (3) that makes $\theta$ vary with depth is then of order $Pr$ relative to $\theta$. As no heat crosses either boundary, $\theta=\theta_0+O(Pr)\theta_0$ with $\theta_0$ constant.

Let $a=\alpha R=mq\cos\phi$, which is of order one. Put $w=k^2\theta_0W$ and $\eta=i\beta Rk^2\theta_0N$. To leading order $L$ becomes $D^2$, and

$$\begin{aligned}
D^4W&=(s+iaU)D^2W-iaU''W,\\
D^2N&=(s+iaU)N-U'W,
\end{aligned}$$

with $W(0)=W'(0)=W(1)=0$, $W''(1)=-1$ and $N(0)=N'(1)=0$.

Now integrate (3) over the depth. The left side gives $-k^2\theta_0$. On the right, $Ma\,\lambda=Pr\,s$. The integral of $Dw$ is zero because $w$ vanishes at both boundaries. The integral of $U\theta_0$ is zero because there is no net flux. The correction to $\theta$ and the term $\Theta'w$ contribute only at order $Pr^2$. The vorticity term gives

$$-Ma\frac{i\beta}{k^2}\int_0^1\eta\,dz=Ma\,R\,\beta^2\theta_0\int_0^1N\,dz .$$

Since $Ma\,R=m^2$ and $\beta^2=k^2\sin^2\phi$, division by $k^2\theta_0$ leaves

$$1+\frac{s}{q^2}+m^2\sin^2\phi\int_0^1N\,dz=0. \tag{5}$$

For slow changes and $\phi=90^\circ$, set $s=a=0$ in the equations for $W$ and $N$. Then $W=(z^2-z^3)/4$. To integrate $N$, multiply $-D^2N=U'W$ by $g=z-z^2/2$, which satisfies $-g''=1$, $g(0)=g'(1)=0$. Two integrations by parts give

$$\int_0^1N\,dz=\int_0^1gU'W\,dz=\frac18\int_0^1(-z^3+\tfrac92z^4-5z^5+\tfrac32z^6)\,dz=\frac{13}{3360}.$$

This is positive. The depth-averaged $u$ is $-\beta^2R\theta_0\int N\,dz$, directed toward the hot end, so it brings colder liquid to the warm spot and cools it.

**Q.** You have just shown that the feedback is stabilising!

**A.** It is, when it acts without delay. At $s=0$ and $\phi=90^\circ$, equation (5) has only positive terms, so this limit has no steady onset there. But vertical motion and vorticity take time to diffuse through the layer, and the temperature responds late as well. A late cooling can continue after the warm spot has become cold, and then it amplifies the oscillation. That is why I look for $s=i\omega$ with $\omega\ne0$.

Equation (5) also contains no $Pr$. If its smallest $m$ lies at finite $q$ and is the overall minimum, then $Ma_c$ and $k_c$ vary as $Pr^{1/2}$, while the angle and $R|\operatorname{Im}\lambda|$ tend to constants. Numerical solution of the full problem supports this:

- At $Pr=10^{-3}$: $Ma_c/\sqrt{Pr}=62.0$ and $k_c/\sqrt{Pr}=2.47$.
- At $Pr=10^{-4}$: $Ma_c/\sqrt{Pr}=61.9$ and $k_c/\sqrt{Pr}=2.48$.

The direction of travel is about $78^\circ$ from the hot direction in both cases, and $R|\operatorname{Im}\lambda|$ is about 11.3.

**Q.** Give me a melt, not a limit.

**A.** Take molten silicon 2.0 mm deep, with rough typical properties: $\rho=2500$ kg/m³, $\mu=0.70$ mPa s, conductivity 60 W/(m K), heat capacity 1000 J/(kg K) and $\gamma=0.20$ mN/(m K). These give $\nu=0.280$ mm²/s, $\kappa=24.0$ mm²/s and $Pr=0.280/24.0=0.0117$. With $Bi=0$ and no buoyancy, the full eigenvalue problem gives

$$Ma_c=6.81,\qquad R_c=584,\qquad k_c=0.261,\qquad R_c|\operatorname{Im}\lambda|=11.1.$$

The wave travels at $77^\circ$ from the hot direction, mostly across the basic flow but with a component toward the hot end. In SI units the critical gradient is

$$b_c=\frac{Ma_c\,\mu\kappa}{\gamma d^2}
=\frac{6.81\,(7.0\times10^{-4})(2.40\times10^{-5})}{(2.0\times10^{-4})(2.0\times10^{-3})^2}\ \mathrm{K/m},$$

or 1.43 K/cm. The wavelength is $2\pi d/k_c=48$ mm, about 24 depths. Since $\gamma b/\mu=R\nu/d^2$, the frequency is

$$f=\frac{R_c|\operatorname{Im}\lambda|\,\nu}{2\pi d^2}=\frac{11.14\times0.280}{2\pi\times2.0^2}=0.124\ \mathrm{Hz},$$

a period of 8.06 s. The basic surface speed is 20 mm/s, yet the surface is only 0.04 K warmer than the floor.

**Q.** How do I know that you did not follow one wave and miss a more dangerous one?

**A.** At $0.97\,Ma_c$ I examined 64 combinations: eight wavenumbers from 0.1 to 3 and eight angles from 0 to $90^\circ$. None grew. Modes with $|\lambda|>k/2+50/R$ were discarded, because the discretisation can produce spurious fast modes. The cut also removes genuine modes that decay quickly, which do not set the onset. This is a finite search, not a proof for every wavenumber.

The mechanism can be tested too. Keep $Pr$, $k$ and $\phi$ at their critical silicon values and raise $Ma$ to $1.5\,Ma_c$. The largest growth rate is $+0.0027$ in units of $\gamma b/\mu$. Remove $U'w$ from (2) alone, and it becomes $-0.0043$. At this point the instability needs the lifting of the basic shear.

**Q.** Would a transparent oxide melt or an oil behave in the same way?

**A.** Not if its Prandtl number is large. Let $Pr\to\infty$ with $Ma$, $k$ and $\lambda$ fixed, so $R\to0$. Equation (2) becomes $L\eta=0$. Multiplying by $\eta^*$ and integrating, with $\eta(0)=D\eta(1)=0$, gives

$$\int_0^1(|D\eta|^2+k^2|\eta|^2)\,dz=0,$$

so $\eta=0$. Then $u=i\alpha Dw/k^2$, and a purely spanwise wave, with $\alpha=0$, has no $u$ with which to use the imposed gradient. A wave must have a streamwise component to use it.

At the finite value $Pr=10$, again with $Bi=0$, the calculation gives $Ma_c=274$, $k_c=2.57$ and travel at $21^\circ$ from the hot direction. The turn toward the streamwise direction agrees with the limiting argument, though that argument does not predict the angle. The wavelength is now $2\pi/2.57\approx2.4$ depths instead of 24.

**Q.** Back to silicon. What has this to do with dopants?

**A.** The wave changes the temperature and flow near a growing crystal, and dopant uptake can respond to both. If the interface advances at a chosen 1.0 mm/min and records one band per period, the spacing is

$$\frac{1.0\ \mathrm{mm}}{60\ \mathrm{s}}\times8.06\ \mathrm{s}=0.134\ \mathrm{mm},$$

or 134 µm. This is kinematics at onset. Linear theory gives neither the wave amplitude nor the dopant contrast, and a wave well above onset may have another frequency.

**Q.** A silicon surface near 1690 K radiates fiercely. You set $Bi=0$.

**A.** There are two separate effects. First, a warm spot radiates more than its surroundings. With a rough emissivity of 0.2, linearising the radiated flux gives $Bi=0.0073$. Integrating (3) with this surface loss replaces $k^2$ by $k^2+Bi$ in the long-wave heat balance. Since $k_c^2=0.068$, even this small $Bi$ matters: the full calculation raises $Ma_c$ by 5%, to 7.16. It also moves $k_c$ to 0.281 and shortens the period by about 9%, to 7.3 s, so the band spacing above would be about 122 µm. For the same reason the long-wave scaling, in which $k_c$ varies as $Pr^{1/2}$, requires $Bi$ to be no larger than order $Pr$.

Second, the mean radiation must be balanced. If it is not, and heat is supplied from below, the surface loss requires a vertical gradient of about 15 K/cm, 10.8 times $b_c$. Its effect follows from the term $Ma\,\Theta'w$. With the slow profile $W=(z^2-z^3)/4$, whose integral is $1/48$, its size relative to conduction $k^2\theta_0$ is

$$\frac{Ma_c\times10.8}{48}=\frac{6.81\times10.8}{48}\approx1.5 .$$

This is of order one, and it is destabilising because rising liquid is now warm. The threshold above cannot be used in that case. An enclosure mismatch of 3.9 K produces a vertical gradient equal to 10% of $b_c$. By the same estimate its effect is only $6.81\times0.1/48\approx0.014$ of conduction. The slow profile is only a guide for an oscillating wave; with this gradient supplied through the floor, the full problem lowers $Ma_c$ by 0.4%.

**Q.** And buoyancy? A melt heated from the side would circulate even without surface tension.

**A.** In the scaled equations it adds $Bo\,T$ to the vertical force, with $Bo=\rho g\beta_Td^2/\gamma$ and $\beta_T$ the thermal expansion coefficient. The basic balances $\partial_zp=Bo\,T$ and $\partial_xp=U''$ then give $U'''=-Bo$. The disturbance force $Bo\,\theta$, carried through the elimination of pressure, adds $-k^2Bo\,\theta$ to the left of (1). For $\beta_T=1.4\times10^{-4}$ K⁻¹, $Bo=0.069$. With both changes included and $Bi=0$, $Ma_c$ falls by 0.7%. Because $Bo$ grows as $d^2$, this does not license neglecting buoyancy in a deep crucible.

**Q.** So where would you trust 1.43 K/cm in a real process?

**A.** As an estimate for a thin, wide silicon layer in a hot enclosure whose temperature follows that of the surface and so balances its mean radiation. Warm spots still lose heat there, and the 5% rise found above makes the threshold 1.50 K/cm. An enclosure at a single temperature $T_e$ cannot do this over a long layer. On an insulating floor the unbalanced loss must be conducted along the layer, $Kd\,\partial_x^2T=h(T-T_e)$, so the gradient changes over the length $d/\sqrt{Bi}=23$ mm, shorter than the wave, and a basic state with uniform $b$ no longer exists. A Czochralski melt is typically centimetres deep or more, so 2 mm is far from that case. The pool must also be large enough for the wave. Because the wave is oblique, its pattern repeats about every 50 mm across the basic flow, but only about every 0.21 m along it. In a smaller pool the walls can alter the wave. The angles quoted are those of the phase. At onset a packet of these waves drifts at about 3 mm/s toward the cold end and 5 mm/s across the flow, so the threshold marks growth in a moving packet; in a finite pool a disturbance can leave before it grows, and sustained oscillation may need a larger gradient. Over 48 mm along the basic flow the temperature falls by 6.9 K, and the basic pressure gradient would tilt the surface by about 2% of the depth; over 0.21 m these become about 30 K and 9%. I have neglected that tilt. Holding the surface flat also excludes slow surface deformations much longer than this wave, so the threshold applies to the wave described here and not to every possible disturbance of a very wide layer.

The surface-tension coefficient is also uncertain, since it depends on surface contamination, notably by oxygen. With the other properties, the depth and $Ma_c$ held fixed, $b_c$ varies as $1/\gamma$: it is 2.86 K/cm for 0.1 mN/(m K) and 0.95 K/cm for 0.3 mN/(m K). The value 1.43 K/cm therefore gives the scale of the threshold, not a safe operating limit. The remaining figures are in the numerical output.

## Computed values

```
INPUT, molten silicon, rough typical values
density 2500 kg/m3; viscosity 0.70 mPa s
conductivity 60 W/(m K); heat capacity 1000 J/(kg K)
surface-tension coefficient gamma 0.20 mN/(m K)
thermal expansion 1.4e-04 1/K; emissivity 0.2
temperature 1690 K; depth 2.0 mm
kinematic viscosity 0.280 mm2/s
thermal diffusivity 24.0 mm2/s
Prandtl number 0.01167
ONSET FOR SILICON, Bi = 0, no buoyancy
critical Marangoni number 6.813
critical Reynolds number 584.0
critical wavenumber times depth 0.261
angle of travel from hot direction 76.7 deg
scaled angular frequency |Im lambda| 0.01908
R |Im lambda| 11.14
critical gradient 1.431 K/cm
wavelength 48.2 mm
frequency 0.1242 Hz; period 8.05 s
basic surface speed 20.44 mm/s
surface minus floor temperature 0.0406 K
growth speed, chosen 1.0 mm/min
striation spacing 134 micrometre
ONSET AT HIGH PRANDTL NUMBER
Pr 10: critical Ma 273.7, k 2.56
angle of travel from hot direction 21.0 deg
SMALL PRANDTL SCALING
Pr 1e-03: Ma/sqrt(Pr) 62.03, k/sqrt(Pr) 2.47
  travel angle 77.7 deg, R |Im lambda| 11.31
Pr 1e-04: Ma/sqrt(Pr) 61.94, k/sqrt(Pr) 2.48
  travel angle 77.8 deg, R |Im lambda| 11.34
MECHANISM at 1.5 times critical Ma, critical k and angle
growth rate with shear lifting 0.00272
growth rate without shear lifting -0.00433
NEGLECTED EFFECTS FOR SILICON
radiative Biot number 0.00730
critical Ma with this Bi 7.161, change 5.1 percent
buoyancy number Bo 0.0686
critical Ma with this Bo 6.763, change -0.7 percent
critical gradient if gamma is 0.1 mN/(m K): 2.862 K/cm
critical gradient if gamma is 0.3 mN/(m K): 0.954 K/cm
vertical gradient from uncompensated radiation 15.4 K/cm
its ratio to critical gradient 10.8
enclosure mismatch giving 10 percent of critical gradient 3.9 K
surface height change over one wavelength / depth 0.0211
temperature drop over one wavelength 6.9 K
NUMERICAL CHECK
largest relative eigenvalue difference 4.9e-10
```
